# Silicic Acid Build-up in Nitride Slits and the Safe Etching Depth: a program that tests the result

```python
"""
Result under test: silicic acid in a slit with uniformly dissolving nitride walls
has the width-averaged steady profile
    c(x) = c_b + 2 J (L x - x^2/2) / (D w),
so a thin slit stays below oxide solubility c_s up to the depth
    L0 = sqrt(D w (c_s - c_b) / J).
Symbols: x distance from mouth, L depth, w width, D diffusivity,
J = n v silicon flux from each wall, n silicon density of the nitride,
v wall recession speed, c_b mouth (or bath) concentration.
Also tested: wall excess, receding walls, dissolving oxide, outer diffusion layer.
Lengths are in angstrom, times in seconds, energies in eV.
"""
import numpy as np
from scipy.constants import physical_constants, angstrom
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve

# Round model parameters
D = 1.0e10
w = 1000.0
n = 0.04
v = 1.0
c_b = 2.0e-6
c_s = 4.0e-6
thermal_energy = 0.037
flux_ratio = 50.0
layer_thickness = 1.0e5
pitch = 1.0e4

J = n * v
delta = c_s - c_b
L0 = np.sqrt(D * w * delta / J)


def slit_2d(depth, width, nx, ny):
    """Excess concentration on half the slit; rows follow x, columns follow y."""
    hx, hy = depth / nx, width / (2 * ny)
    lower_x = np.ones(nx - 1)
    lower_x[-1] = 2.0                       # inert bottom
    ax = diags([lower_x, -2 * np.ones(nx), np.ones(nx - 1)],
               [-1, 0, 1]) / hx**2
    lower_y, upper_y = np.ones(ny), np.ones(ny)
    lower_y[-1] = 2.0                       # wall
    upper_y[0] = 2.0                        # symmetry plane
    ay = diags([lower_y, -2 * np.ones(ny + 1), upper_y],
               [-1, 0, 1]) / hy**2
    source = np.zeros((nx, ny + 1))
    source[:, -1] = 2 * J / (D * hy)        # prescribed flux from the wall
    matrix = -(kron(ax, identity(ny + 1)) + kron(identity(nx), ay))
    return spsolve(matrix.tocsc(), source.ravel()).reshape(nx, ny + 1)


def balance_1d(depth, exchange=0.0, layer=0.0, cells=1000):
    """Finite-volume silicon balance; returns slit positions and excess c - c_b."""
    h = np.full(cells, depth / cells)
    area = np.full(cells, w)
    in_slit = np.ones(cells)
    if layer > 0:
        h = np.concatenate([np.full(cells, layer / cells), h])
        area = np.concatenate([np.full(cells, pitch), area])
        in_slit = np.concatenate([np.zeros(cells), in_slit])
    half_resistance = h / (2 * D * area)
    resistance = half_resistance.copy()
    resistance[1:] += half_resistance[:-1]
    g = 1 / resistance
    banded = np.zeros((3, len(h)))
    banded[0, 1:] = -g[1:]
    banded[1] = g + np.append(g[1:], 0.0) + 2 * exchange * h * in_slit
    banded[2, :-1] = -g[1:]
    source = 2 * (J + exchange * delta) * h * in_slit
    excess = solve_banded((1, 1), banded, source)
    x = (np.arange(cells) + 0.5) * depth / cells
    return x, excess[-cells:]


# Two-dimensional diffusion in a short slit: average profile and wall excess
short_depth, nx, ny = 2 * w, 160, 40
field = slit_2d(short_depth, w, nx, ny)
weights = np.ones(ny + 1)
weights[[0, -1]] = 0.5
average = field @ weights / ny
x_nodes = np.arange(1, nx + 1) * short_depth / nx
parabola = 2 * J / (D * w) * (short_depth * x_nodes - x_nodes**2 / 2)
assert np.allclose(average, parabola, rtol=1e-7, atol=0)
assert np.argmax(field) == field.size - 1   # maximum at the bottom wall corner
wall_excess = J * w / (6 * D)
numerical_wall_excess = field[-1, -1] - average[-1]
# grid error of the transverse average is of relative order 1/(2 ny)^2
assert abs(numerical_wall_excess / wall_excess - 1) < 1e-3

# Largest depth from the two-dimensional wall concentration
L_wall = np.sqrt(L0**2 - w**2 / 6)
L_wall_numeric = brentq(
    lambda depth: slit_2d(depth, w, 200, 20)[-1, -1] / delta - 1,
    0.7 * L0, 1.3 * L0, xtol=1e-5)
assert abs(L_wall_numeric - L_wall) < 0.05

# Thin-slit limit from the finite-volume balance
L0_numeric = brentq(lambda depth: balance_1d(depth)[1][-1] / delta - 1,
                    0.5 * L0, 1.5 * L0)
assert abs(L0_numeric / L0 - 1) < 1e-5

# Oxide that dissolves where the acid is undersaturated
k = J / (flux_ratio * delta)
L_oxide = np.sqrt(D * w / (2 * k)) * np.arccosh(1 + 1 / flux_ratio)
L_oxide_series = L0 * (1 - 1 / (12 * flux_ratio))
L_oxide_numeric = brentq(
    lambda depth: balance_1d(depth, exchange=k)[1][-1] / delta - 1,
    0.5 * L0, 1.5 * L0)
assert abs(L_oxide_numeric / L_oxide - 1) < 1e-5
assert abs(L_oxide_series / L_oxide_numeric - 1) < 2e-5
assert L_oxide_numeric < L0_numeric

# Diffusion layer between the bath and the mouths of periodic slits
ell = w * layer_thickness / pitch
L_layer = np.sqrt(L0**2 + ell**2) - ell
L_layer_numeric = brentq(
    lambda depth: balance_1d(depth, layer=layer_thickness)[1][-1] / delta - 1,
    0.1 * L0, 1.5 * L0)
assert abs(L_layer_numeric / L_layer - 1) < 1e-5
mouth_rise = 2 * J * L_layer * layer_thickness / (pitch * D)
x_layer, c_layer = balance_1d(L_layer, layer=layer_thickness)
mouth_numeric = c_layer[0] - (c_layer[1] - c_layer[0]) / 2
assert abs(mouth_numeric / mouth_rise - 1) < 1e-5

# Receding walls and inward flow, starting from fresh bath liquid
diffusion_time = L0**2 / D
nodes, steps_per_time = 200, 200
h = L0 / nodes
dt = diffusion_time / steps_per_time
x = np.arange(1, nodes + 1) * h
initial_parabola = 2 * J / (D * w) * (L0 * x - x**2 / 2)
excess = np.zeros(nodes)
history = []
for step in range(1, 8 * steps_per_time + 1):
    width_now = w + 2 * v * step * dt
    inflow = 2 * v * (L0 - x) / width_now
    left = -D / h**2 - inflow / (2 * h)
    right = -D / h**2 + inflow / (2 * h)
    left[-1] = -2 * D / h**2
    banded = np.zeros((3, nodes))
    banded[0, 1:] = right[:-1]
    banded[1] = 1 / dt + 2 * D / h**2
    banded[2, :-1] = left[1:]
    excess = solve_banded((1, 1), banded, excess / dt + 2 * J / width_now)
    assert np.all(excess <= initial_parabola * (1 + 1e-9))
    history.append(excess[-1] / delta)
peak_index = int(np.argmax(history))
peak_ratio = history[peak_index]
peak_time = (peak_index + 1) * dt
small_parameter = 2 * v * L0**2 / (w * D)
assert peak_index < len(history) - 1
assert 0.999 < peak_ratio < 1
assert 1 - peak_ratio < 10 * small_parameter

# A slit deeper than the limit
L_deep = 1.5 * L0
x_onset = L_deep - np.sqrt(L_deep**2 - L0**2)
x_deep, excess_deep = balance_1d(L_deep)
x_onset_numeric = np.interp(delta, excess_deep, x_deep)
assert abs(x_onset_numeric / x_onset - 1) < 1e-4
c_deep = c_b + J * L_deep**2 / (D * w)
assert abs((c_b + excess_deep[-1]) / c_deep - 1) < 1e-5
driving_force = thermal_energy * np.log(c_deep / c_s)

bohr = physical_constants["Bohr radius"][0] / angstrom

print(f"diffusivity D = {D:.3e} angstrom^2/s")
print(f"slit width w = {w:.1f} angstrom")
print(f"silicon density of nitride n = {n:.3f} angstrom^-3")
print(f"wall recession speed v = {v:.2f} angstrom/s")
print(f"silicon flux per wall J = {J:.3f} angstrom^-2 s^-1")
print(f"mouth or bath concentration c_b = {c_b:.3e} angstrom^-3")
print(f"oxide solubility c_s = {c_s:.3e} angstrom^-3")
print(f"concentration margin c_s - c_b = {delta:.3e} angstrom^-3")
print(f"largest depth, thin slit L0 = {L0:.1f} angstrom")
print(f"largest depth, thin slit L0 = {L0 / bohr:.1f} bohr")
print(f"L0 from finite-volume root search = {L0_numeric:.1f} angstrom")
print(f"average rise at half depth L0/2 = {0.75 * delta:.3e} angstrom^-3")
print(f"wall excess over average J w/(6D) = {wall_excess:.3e} angstrom^-3")
print(f"wall excess from 2D solution = {numerical_wall_excess:.3e} angstrom^-3")
print(f"largest depth, wall criterion = {L_wall:.2f} angstrom")
print(f"wall criterion from 2D root search = {L_wall_numeric:.2f} angstrom")
print(f"shortening by wall excess = {L0 - L_wall:.2f} angstrom")
print(f"diffusion time L0^2/D = {diffusion_time:.4f} s")
print(f"moving-wall parameter 2 v L0^2/(w D) = {small_parameter:.3e} (no unit)")
print(f"same parameter as 2(c_s-c_b)/n = {2 * delta / n:.3e} (no unit)")
print(f"peak bottom rise/(c_s-c_b), moving walls = {peak_ratio:.5f} (no unit)")
print(f"time of this peak = {peak_time:.3f} s")
print(f"nitride/oxide silicon flux ratio S = {flux_ratio:.1f} (no unit)")
print(f"oxide exchange coefficient k = {k:.3e} angstrom/s")
print(f"largest depth with dissolving oxide = {L_oxide:.1f} angstrom")
print(f"same depth from first-order series = {L_oxide_series:.1f} angstrom")
print(f"same depth from root search = {L_oxide_numeric:.1f} angstrom")
print(f"outer layer thickness = {layer_thickness:.3e} angstrom")
print(f"slit pitch p = {pitch:.1f} angstrom")
print(f"outer layer length ell = {ell:.1f} angstrom")
print(f"largest depth with outer layer = {L_layer:.1f} angstrom")
print(f"same depth from root search = {L_layer_numeric:.1f} angstrom")
print(f"mouth rise above bath at that depth = {mouth_rise:.3e} angstrom^-3")
print(f"too-deep slit, depth 1.5 L0 = {L_deep:.1f} angstrom")
print(f"onset position x* in that slit = {x_onset:.1f} angstrom")
print(f"onset position from numerical profile = {x_onset_numeric:.1f} angstrom")
print(f"bottom concentration in that slit = {c_deep:.3e} angstrom^-3")
print(f"thermal energy T = {thermal_energy:.4f} eV")
print(f"redeposition driving force at bottom = {driving_force:.5f} eV")
print("all tests passed")
```

It prints:

```
diffusivity D = 1.000e+10 angstrom^2/s
slit width w = 1000.0 angstrom
silicon density of nitride n = 0.040 angstrom^-3
wall recession speed v = 1.00 angstrom/s
silicon flux per wall J = 0.040 angstrom^-2 s^-1
mouth or bath concentration c_b = 2.000e-06 angstrom^-3
oxide solubility c_s = 4.000e-06 angstrom^-3
concentration margin c_s - c_b = 2.000e-06 angstrom^-3
largest depth, thin slit L0 = 22360.7 angstrom
largest depth, thin slit L0 = 42255.6 bohr
L0 from finite-volume root search = 22360.7 angstrom
average rise at half depth L0/2 = 1.500e-06 angstrom^-3
wall excess over average J w/(6D) = 6.667e-10 angstrom^-3
wall excess from 2D solution = 6.666e-10 angstrom^-3
largest depth, wall criterion = 22356.95 angstrom
wall criterion from 2D root search = 22356.96 angstrom
shortening by wall excess = 3.73 angstrom
diffusion time L0^2/D = 0.0500 s
moving-wall parameter 2 v L0^2/(w D) = 1.000e-04 (no unit)
same parameter as 2(c_s-c_b)/n = 1.000e-04 (no unit)
peak bottom rise/(c_s-c_b), moving walls = 0.99957 (no unit)
time of this peak = 0.207 s
nitride/oxide silicon flux ratio S = 50.0 (no unit)
oxide exchange coefficient k = 4.000e+02 angstrom/s
largest depth with dissolving oxide = 22323.6 angstrom
same depth from first-order series = 22323.4 angstrom
same depth from root search = 22323.6 angstrom
outer layer thickness = 1.000e+05 angstrom
slit pitch p = 10000.0 angstrom
outer layer length ell = 10000.0 angstrom
largest depth with outer layer = 14494.9 angstrom
same depth from root search = 14494.9 angstrom
mouth rise above bath at that depth = 1.160e-06 angstrom^-3
too-deep slit, depth 1.5 L0 = 33541.0 angstrom
onset position x* in that slit = 8541.0 angstrom
onset position from numerical profile = 8541.0 angstrom
bottom concentration in that slit = 6.500e-06 angstrom^-3
thermal energy T = 0.0370 eV
redeposition driving force at bottom = 0.01796 eV
all tests passed
```
